# Transformation of the Dirac bilinears under Lorentz transformations and space inversion

**Setting.** Let $\psi(x)$ be a four-component Dirac wave function with ordinary complex components. In Hartree atomic units, with $x^0=ct$, it obeys

$$(i\gamma^\mu\partial_\mu-c)\psi=0,\qquad \gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu},\qquad g=\mathrm{diag}(1,-1,-1,-1).$$

The matrix $\gamma^0$ is Hermitian and the $\gamma^i$ are anti-Hermitian. Define $\bar\psi=\psi^\dagger\gamma^0$, $\sigma^{\mu\nu}=\tfrac i2(\gamma^\mu\gamma^\nu-\gamma^\nu\gamma^\mu)$, $\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3$, and the quantities

$$S=\bar\psi\psi,\quad V^\mu=\bar\psi\gamma^\mu\psi,\quad T^{\mu\nu}=\bar\psi\sigma^{\mu\nu}\psi,\quad A^\mu=\bar\psi\gamma^\mu\gamma_5\psi,\quad P=\bar\psi\,i\gamma_5\psi .$$

Since $T^{\mu\nu}=-T^{\nu\mu}$, there are $1+4+6+4+1=16$ components. The problem is to find how they transform.

## (a) Show that the sixteen bilinears are real and their matrices linearly independent.

**Solution.** Two properties of $\gamma_5$ are needed. Moving $\gamma^\mu$ through $\gamma^0\gamma^1\gamma^2\gamma^3$ gives a minus sign for each of the three other factors and none for its own, so $\gamma^\mu\gamma_5=-\gamma_5\gamma^\mu$. Reversing four anticommuting factors takes six exchanges and gives no sign, so

$$\gamma_5^2=-\gamma^0\gamma^1\gamma^2\gamma^3\,\gamma^3\gamma^2\gamma^1\gamma^0=-(-1)^3=1 .$$

For any matrix $X$ write $\bar X=\gamma^0X^\dagger\gamma^0$. Because $(\gamma^0)^2=1$, we have $\overline{XY}=\bar Y\bar X$, and

$$(\bar\psi X\psi)^*=\psi^\dagger X^\dagger\gamma^0\psi=\bar\psi\bar X\psi .$$

The bilinear is therefore real if $\bar X=X$. For the five types:

- $\bar 1=1$ and $\overline{\gamma^\mu}=\gamma^\mu$. For $\mu=i$, the sign from $\gamma^{i\dagger}=-\gamma^i$ cancels the sign from $\gamma^0\gamma^i\gamma^0=-\gamma^i$.
- $\overline{\sigma^{\mu\nu}}=-\tfrac i2(\gamma^\nu\gamma^\mu-\gamma^\mu\gamma^\nu)=\sigma^{\mu\nu}$.
- $\overline{\gamma_5}=-i\gamma^3\gamma^2\gamma^1\gamma^0=-\gamma_5$, hence $\overline{i\gamma_5}=i\gamma_5$.
- $\overline{\gamma^\mu\gamma_5}=-\gamma_5\gamma^\mu=\gamma^\mu\gamma_5$.

For independence, note that each of the sixteen matrices is, up to a phase, a product of $n$ distinct $\gamma$'s with $n=0,\dots,4$. If $n$ is even and nonzero, the product anticommutes with each of its own factors. If $n$ is odd, it anticommutes with any $\gamma^\alpha$ that it does not contain. A matrix $X$ that anticommutes with some $\gamma^\alpha$ has

$$\mathrm{tr}\,X=\mathrm{tr}\big[(\gamma^\alpha)^{-1}\gamma^\alpha X\big]=-\mathrm{tr}\big[(\gamma^\alpha)^{-1}X\gamma^\alpha\big]=-\mathrm{tr}\,X=0 .$$

For two different members $\Gamma_a,\Gamma_b$ of the set, $\Gamma_a^{-1}\Gamma_b$ is again a phase times a nonempty product of distinct $\gamma$'s. Hence $\mathrm{tr}(\Gamma_a^{-1}\Gamma_b)=4\delta_{ab}$. If $\sum_b k_b\Gamma_b=0$, multiplying by $\Gamma_a^{-1}$ and taking the trace gives $k_a=0$. The sixteen matrices are independent and span all $4\times4$ matrices.

## (b) What condition on the spinor matrix makes the Dirac equation keep its form?

Let $x'^\mu=\Lambda^\mu{}_\nu x^\nu$ with $\Lambda^Tg\Lambda=g$, and let $\psi'(x')=M\psi(x)$ with a constant matrix $M$.

**Solution.** The chain rule gives $\partial_\mu=\Lambda^\nu{}_\mu\partial'_\nu$. Substituting $\psi=M^{-1}\psi'$ and multiplying from the left by $M$,

$$\big(i\,M\Lambda^\nu{}_\mu\gamma^\mu M^{-1}\partial'_\nu-c\big)\psi'=0 .$$

This is the Dirac equation with the same matrices if $M\Lambda^\nu{}_\mu\gamma^\mu M^{-1}=\gamma^\nu$, that is,

$$M^{-1}\gamma^\mu M=\Lambda^\mu{}_\nu\gamma^\nu. \tag{1}$$

Condition (1) fixes $M$ up to a number. If $M_1$ and $M_2$ both satisfy it, then $N=M_2M_1^{-1}$ obeys

$$N\gamma^\mu=M_2(M_1^{-1}\gamma^\mu M_1)M_1^{-1}=M_2(M_2^{-1}\gamma^\mu M_2)M_1^{-1}=\gamma^\mu N .$$

So $N$ commutes with all products of $\gamma$'s. By part (a) it commutes with every $4\times4$ matrix, and is a multiple of the unit matrix.

## (c) Construct $M$ for rotations, boosts and their products.

**Solution.** Take $\Lambda=e^{\omega}$, where $\omega$ has elements $\omega^\mu{}_\nu$ and $\omega_{\mu\nu}=-\omega_{\nu\mu}$ after lowering the first index. This antisymmetry means $\omega^Tg=-g\omega$, so $\Lambda^Tg\Lambda=g\,e^{-\omega}e^{\omega}=g$, as required. Try $M=e^K$ with

$$K=-\tfrac i4\,\omega_{\alpha\beta}\sigma^{\alpha\beta}.$$

The Clifford relation gives $\sigma^{\alpha\beta}=i(\gamma^\alpha\gamma^\beta-g^{\alpha\beta})$. The $g^{\alpha\beta}$ term commutes with everything, and

$$\gamma^\mu\gamma^\alpha\gamma^\beta-\gamma^\alpha\gamma^\beta\gamma^\mu=(2g^{\mu\alpha}-\gamma^\alpha\gamma^\mu)\gamma^\beta-\gamma^\alpha(2g^{\mu\beta}-\gamma^\mu\gamma^\beta)=2g^{\mu\alpha}\gamma^\beta-2g^{\mu\beta}\gamma^\alpha .$$

Hence $[\gamma^\mu,\sigma^{\alpha\beta}]=2i(g^{\mu\alpha}\gamma^\beta-g^{\mu\beta}\gamma^\alpha)$. The prefactor is $-\tfrac i4\cdot2i=\tfrac12$, so

$$[\gamma^\mu,K]=\tfrac12\big(\omega^\mu{}_\beta\gamma^\beta-\omega_\alpha{}^\mu\gamma^\alpha\big)=\omega^\mu{}_\nu\gamma^\nu ,$$

because antisymmetry makes the two terms equal. Now let $\gamma^\mu(t)=e^{-tK}\gamma^\mu e^{tK}$. Then

$$\frac{d\gamma^\mu(t)}{dt}=e^{-tK}[\gamma^\mu,K]e^{tK}=\omega^\mu{}_\nu\gamma^\nu(t),\qquad \gamma^\mu(0)=\gamma^\mu .$$

The solution is $\gamma^\mu(t)=(e^{t\omega})^\mu{}_\nu\gamma^\nu$, which at $t=1$ is condition (1).

If $M_1,M_2$ belong to $\Lambda_1,\Lambda_2$, then $M_1M_2$ belongs to $\Lambda_1\Lambda_2$:

$$M_2^{-1}(M_1^{-1}\gamma^\mu M_1)M_2=(\Lambda_1)^\mu{}_\nu(\Lambda_2)^\nu{}_\rho\gamma^\rho .$$

These products cover every $\Lambda$ with $\det\Lambda=1$ and $\Lambda^0{}_0\ge1$. Such transformations are called proper orthochronous. The first column $(\Lambda^0{}_0,\mathbf n)$ satisfies $(\Lambda^0{}_0)^2-\mathbf n^2=1$, so some boost $B$ carries $(1,\mathbf 0)$ into it. The matrix $R=B^{-1}\Lambda$ then has first column $(1,\mathbf 0)$. The $0j$ elements of $R^TgR=g$ give $R^0{}_j=0$, so the rest of $R$ is an orthogonal $3\times3$ matrix. Its determinant is $+1$, so $R$ is a rotation. Thus $\Lambda=BR$, and both factors are exponentials of the kind used above. For the boost take $\omega^0{}_i=\omega^i{}_0=\zeta\hat n_i$, that is $\omega_{0i}=-\omega_{i0}=\zeta\hat n_i$, with $\hat{\mathbf n}=\mathbf n/|\mathbf n|$ and $\cosh\zeta=\Lambda^0{}_0$ (and $B=1$ if $\mathbf n=0$). Acting on $(1,\mathbf 0)$, even powers of $\omega$ give $\zeta^{2k}(1,\mathbf 0)$ and odd powers give $\zeta^{2k+1}(0,\hat{\mathbf n})$, so $e^\omega$ carries $(1,\mathbf 0)$ into $(\cosh\zeta,\hat{\mathbf n}\sinh\zeta)=(\Lambda^0{}_0,\mathbf n)$. Also $\det B=e^{\mathrm{tr}\,\omega}=1$, which is what makes $\det R=\det\Lambda=+1$. For a rotation by $\theta$, choose the third axis along the rotation axis and take $\omega_{12}=-\omega_{21}=\theta$, that is $\omega^1{}_2=-\theta$, $\omega^2{}_1=\theta$. On the $12$ plane $\omega^2=-\theta^2$, so the exponential series sums to the rotation matrix with $\cos\theta$ and $\sin\theta$. For an axis $\hat{\mathbf a}$ in general position this reads $\omega_{ij}=\theta\,\epsilon_{ijk}\hat a_k$.

## (d) Find the laws for proper orthochronous transformations.

**Solution.** The transformed adjoint spinor is

$$\bar\psi'=\psi^\dagger M^\dagger\gamma^0=\bar\psi\,\gamma^0M^\dagger\gamma^0=\bar\psi\bar M .$$

For $M=e^K$, the factor $i$ in $K$ changes sign under the bar while $\overline{\sigma^{\alpha\beta}}=\sigma^{\alpha\beta}$. Hence $\bar K=-K$ and $\bar M=e^{-K}=M^{-1}$. For products, $\overline{M_1M_2}=\bar M_2\bar M_1=(M_1M_2)^{-1}$. So in all these cases

$$\bar\psi'\Gamma\psi'=\bar\psi\,(M^{-1}\Gamma M)\,\psi . \tag{2}$$

The left side is taken at $x'$ and the right side at $x$, the same event in the two descriptions.

Since $\gamma_5$ anticommutes with each $\gamma^\mu$, it commutes with $\sigma^{\mu\nu}$, with $K$, and with $M$. Inserting $MM^{-1}$ between adjacent factors gives

$$M^{-1}\gamma^\mu\gamma^\nu M=\Lambda^\mu{}_\alpha\Lambda^\nu{}_\beta\gamma^\alpha\gamma^\beta,\qquad M^{-1}\gamma^\mu\gamma_5M=\Lambda^\mu{}_\nu\gamma^\nu\gamma_5 .$$

Equation (2) then yields

$$S'=S,\quad V'^\mu=\Lambda^\mu{}_\nu V^\nu,\quad T'^{\mu\nu}=\Lambda^\mu{}_\alpha\Lambda^\nu{}_\beta T^{\alpha\beta},\quad A'^\mu=\Lambda^\mu{}_\nu A^\nu,\quad P'=P .$$

The probability density $\psi^\dagger\psi=\bar\psi\gamma^0\psi$ is the time component $V^0$, and $c\mathbf V$ is the probability current. The density is not a scalar, because $M$ is not unitary for a boost. The invariant $S$ is a different quantity.

A rotation by $2\pi$ about $z$ has $\omega_{12}=-\omega_{21}=2\pi$, hence $M=e^{-i\pi\sigma^{12}}$. Since $(\sigma^{12})^2=1$, this is $\cos\pi-i\sigma^{12}\sin\pi=-1$. The spinor changes sign, but each bilinear contains $M$ and $M^{-1}$ once and does not.

These laws do not distinguish $V$ from $A$, or $S$ from $P$.

## (e) Find the laws for space inversion and complete the classification.

**Solution.** Inversion is $\Pi=\mathrm{diag}(1,-1,-1,-1)$. Condition (1) asks for a matrix that commutes with $\gamma^0$ and anticommutes with each $\gamma^i$. The matrix $\gamma^0$ does this, and by part (b) the general solution is $M=\eta\gamma^0$. Preservation of the density requires $|\eta|=1$. Then $\bar M=\eta^*\gamma^0=M^{-1}$, so (2) still holds. The difference from part (d) is

$$M^{-1}\gamma_5M=\gamma^0\gamma_5\gamma^0=-\gamma_5 .$$

Each factor $\gamma_5$ therefore adds a minus sign:

$$S'=S,\quad V'=\Pi V,\quad T'=\Pi T\Pi^T,\quad A'=-\Pi A,\quad P'=-P .$$

In components, $\mathbf V$ is odd and $V^0$ even, while $\mathbf A$ is even and $A^0$ odd. The three $T^{0i}$ are odd and the three $T^{ij}$ are even. The phase $\eta$ has dropped out.

A transformation with $\Lambda^0{}_0\ge1$ and $\det\Lambda=-1$ can be written $\Lambda=(\Lambda\Pi)\Pi$, where $\Lambda\Pi$ is proper orthochronous. Applying the two laws in succession gives, for example, $A'=(\Lambda\Pi)(-\Pi A)=-\Lambda A$. All orthochronous cases are therefore contained in the following table.

| Bilinear | Law | Type |
|---|---|---|
| $S$ | $S'=S$ | scalar |
| $V$ | $V'=\Lambda V$ | vector |
| $T$ | $T'=\Lambda T\Lambda^T$ | antisymmetric tensor |
| $A$ | $A'=\det(\Lambda)\,\Lambda A$ | axial vector |
| $P$ | $P'=\det(\Lambda)\,P$ | pseudoscalar |

## (f) Is $\det\Lambda=1$ alone enough for the laws of part (d)?

**Solution.** No. The total reflection $\Lambda=-1$ has determinant $+1$ in four dimensions, but it reverses time. Condition (1) is met by $M=\gamma_5$, since $\gamma_5\gamma^\mu\gamma_5=-\gamma^\mu$. Now, however, $\bar M=-\gamma_5=-M^{-1}$, so

$$\bar\psi'\Gamma\psi'=-\bar\psi(M^{-1}\Gamma M)\psi .$$

Every bilinear acquires a minus sign relative to the laws of part (d). A phase in $M$ cannot remove it, because the phase cancels between $\bar M$ and $M$. The density shows why the sign must appear: $\Lambda V$ has time component $-V^0$, whereas $\psi'^\dagger\psi'$ cannot be negative. "Proper" must therefore be read as "proper orthochronous" in these laws. This conclusion concerns the linear map $\psi'=M\psi$; antilinear time reversal is a separate operation, not treated here.

## (g) Evaluate the bilinears for a given spinor and transform them.

At one point let $\psi=(1,\;0.5,\;0.2i,\;0.4+0.1i)$ in bohr$^{-3/2}$. Consider a frame moving at $0.6c$ along $+z$, a rotation of the state by $90^\circ$ about $z$, and space inversion.

**Solution.** Use the standard representation, in which $\gamma^0=\mathrm{diag}(1,1,-1,-1)$ and $\alpha_i=\gamma^0\gamma^i$ has the Pauli matrix $\sigma_i$ in both off-diagonal blocks. Write $\psi=(\varphi,\chi)$ with two-component $\varphi$ and $\chi$. All bilinears below are in bohr$^{-3}$. First,

$$\varphi^\dagger\varphi=1+0.25=1.25,\qquad \chi^\dagger\chi=0.04+0.17=0.21,$$

so $V^0=1.25+0.21=1.46$ and $S=1.25-0.21=1.04$. Here $\gamma_5$ has unit off-diagonal blocks. With $\varphi^\dagger\chi=0.2i+0.5(0.4+0.1i)=0.2+0.25i$,

$$P=i(\varphi^\dagger\chi-\chi^\dagger\varphi)=-2\,\mathrm{Im}\,\varphi^\dagger\chi=-0.50,\qquad A^0=\psi^\dagger\gamma_5\psi=2\,\mathrm{Re}\,\varphi^\dagger\chi=0.40 .$$

The current component along $z$ follows from

$$V^3=2\,\mathrm{Re}\,\varphi^\dagger\sigma_3\chi=2\,\mathrm{Re}\,[0.2i-0.5(0.4+0.1i)]=-0.40 .$$

The remaining components are obtained in the same way and are listed in the check's output.

**Boost.** The Lorentz factor is $1/\sqrt{1-0.36}=1.25$, and the rapidity $\zeta$, defined by $\tanh\zeta=0.6$, is $0.6931$. The coordinates transform with $\Lambda^0{}_0=\Lambda^3{}_3=1.25$ and $\Lambda^0{}_3=\Lambda^3{}_0=-0.75$. The vector law predicts

$$V'^0=1.25(1.46)-0.75(-0.40)=2.125,\qquad V'^3=1.25(-0.40)-0.75(1.46)=-1.595 .$$

The spinor gives the density independently. Here $\omega_{03}=-\omega_{30}=-\zeta$ and $\sigma^{03}=i\alpha_3$, so $K=-\tfrac i4\cdot2(-\zeta)(i\alpha_3)=-\tfrac12\zeta\alpha_3$. Since $\alpha_3^2=1$,

$$M=\cosh\tfrac\zeta2-\alpha_3\sinh\tfrac\zeta2=1.0607-0.3536\,\alpha_3 .$$

The first component, for instance, becomes $1.0607-0.3536(0.2i)=1.0607-0.0707i$. The squared moduli of the four new components are $1.1300$, $0.4525$, $0.1700$ and $0.3725$. Their sum is $2.125$, as the vector law predicts. With minus signs for the last two, they give $S'=1.5825-0.5425=1.04$, which is unchanged.

The boost mixes the two halves of the tensor. With $T^{01}=-0.40$ and $T^{31}=0.16$,

$$T'^{01}=\Lambda^0{}_0T^{01}+\Lambda^0{}_3T^{31}=1.25(-0.40)-0.75(0.16)=-0.62 .$$

The component along the boost, $T^{03}=-0.30$, does not change: antisymmetry gives $T'^{03}=(1.25^2-0.75^2)T^{03}=T^{03}$.

**Rotation.** The pair $(V^1,V^2)$ goes from $(0.80,0)$ to $(0,0.80)$, and $(A^1,A^2)$ from $(1.04,-0.16)$ to $(0.16,1.04)$. Both turn in the same way, so a rotation does not tell a vector from an axial vector.

**Inversion.** Here they separate: $V^1$ changes from $0.80$ to $-0.80$, while $A^1$ stays at $1.04$. Likewise $S$ stays at $1.04$, while $P$ changes from $-0.50$ to $0.50$. The spatial part $\mathbf A$ is $\psi^\dagger\boldsymbol\Sigma\psi$, with $\Sigma_i=\alpha_i\gamma_5=\mathrm{diag}(\sigma_i,\sigma_i)$. It is twice the spin density in atomic units, and it is even under inversion, as an angular momentum should be.

**Invariant squares.** The output gives $V_\mu V^\mu=1.3316$ and $A_\mu A^\mu=-1.3316$ bohr$^{-6}$, both before and after the boost. Their invariance follows from the vector laws. Their opposite values have another reason. Split $\psi$ into parts with $\gamma_5=\pm1$. Both $\alpha_i$ and $\gamma_5$ commute with $\gamma_5$, so there are no cross terms, and $V=V_++V_-$, $A=V_+-V_-$. On each part $\alpha_i=\pm\Sigma_i$ acts as a Pauli matrix up to sign. For a two-component spinor $u$, the vector $u^\dagger\boldsymbol\sigma u$ has length $u^\dagger u$, as is seen by rotating $u$ to spin up. Each $V_\pm$ therefore has zero invariant square, and

$$V_\mu V^\mu=2V_{+\mu}V_-^\mu=-A_\mu A^\mu .$$

The numerical check accompanying this problem also compares the transformation laws with directly evaluated bilinears for random Lorentz transformations, with and without inversion.

## Values computed for the example and the checks

```
speed of light c = 137.0360 a.u.
frame speed v/c = 0.60 (dimensionless)
frame speed v = 82.2216 a.u.
Lorentz factor = 1.2500 (dimensionless)
rapidity = 0.693147 (dimensionless)
cosh(rapidity/2) = 1.060660 (dimensionless)
sinh(rapidity/2) = 0.353553 (dimensionless)
rotation angle about z = 90 degrees
spinor components, bohr^(-3/2): original, boosted
psi_1: 1.0000+0.0000i, 1.060660-0.070711i
psi_2: 0.5000+0.0000i, 0.671751+0.035355i
psi_3: 0.0000+0.2000i, -0.353553+0.212132i
psi_4: 0.4000+0.1000i, 0.601041+0.106066i
bilinears in bohr^-3
name   original   boosted   rotated  inverted
S       1.0400    1.0400    1.0400    1.0400
V0      1.4600    2.1250    1.4600    1.4600
V1      0.8000    0.8000    0.0000   -0.8000
V2      0.0000    0.0000    0.8000    0.0000
V3     -0.4000   -1.5950   -0.4000    0.4000
T01    -0.4000   -0.6200   -0.8000    0.4000
T02     0.8000    1.7200   -0.4000   -0.8000
T03    -0.3000   -0.3000   -0.3000    0.3000
T23     0.9600    1.8000   -0.1600    0.9600
T31     0.1600    0.5000    0.9600    0.1600
T12     0.8800    0.8800    0.8800    0.8800
A0      0.4000    0.0350    0.4000   -0.4000
A1      1.0400    1.0400    0.1600    1.0400
A2     -0.1600   -0.1600    1.0400   -0.1600
A3      0.6200    0.4750    0.6200    0.6200
P      -0.5000   -0.5000   -0.5000    0.5000
invariant squares in bohr^-6: original, boosted
V.V: 1.331600, 1.331600
A.A: -1.331600, -1.331600
S after total reflection (matrix gamma5) = -1.0400 bohr^-3
V0 after total reflection = 1.4600 bohr^-3
independent bilinear matrices = 16
random restricted transformations tested = 20
```
